Lateral screening length of a thin channel on a gated oxide

**Problem**

A metal contact touches the edge of a thin semiconductor channel. The channel has thickness t_c = 0.65 nm and relative permittivity ε_c = 10. It lies on an oxide of thickness t_o = 10 nm and relative permittivity ε_o = 3.9, and below the oxide is a metal gate. The contact disturbs the potential in the channel, and the disturbance dies out with distance.

Let x be the distance from the contact along the channel and y the height above the gate. The oxide fills 0 < y < t_o and the channel fills t_o < y < t_o + t_c. Make the following assumptions.

- Both layers are uniform, isotropic dielectrics, and nothing varies along the contact edge.
- The channel is depleted, so it holds fixed charge but no mobile charge that could respond.
- No normal electric field leaves the top of the channel.

(a) Assume that the potential is uniform across the channel thickness and that the oxide field is vertical. Derive the lateral screening length λ and calculate it.

(b) Check whether the result of (a) is consistent with its two assumptions.

(c) Drop both assumptions. Find the equation for the true decay length L of this layered structure, and its value.

(d) Show that λ is smaller than L for any choice of the layers, and find out when the two are close.

(e) Let the contact impose a constant potential across the channel and a linear rise from the gate to that value in the oxide. Compare the channel potential 10 nm from the contact with the prediction of (a).

**Solution**

**Removing the fixed charge**

Let V(x,y) be the full potential and V∞(y) the potential far from the contact. Both obey Poisson's equation with the same fixed charge, and both have the same value on the gate. Their difference

φ(x,y) = V(x,y) − V∞(y)

therefore obeys the charge-free equation ∇·(ε∇φ) = 0. It vanishes on the gate and far from the contact, and ∂φ/∂y = 0 at the top of the channel. All screening lengths below refer to φ. Lengths are given in nanometres, the natural unit here. The vacuum permittivity multiplies every term and cancels.

**(a) The local estimate**

Apply Gauss's law to a slice of the channel between x and x + dx, per unit length along the contact edge. The displacement field is −ε∇φ, apart from the common factor. The outward fluxes are:

- right face: −ε_c t_c φ′(x + dx)
- left face: +ε_c t_c φ′(x), because the outward direction is −x
- top face: 0
- bottom face: +ε_o (∂φ/∂y) dx, because the outward direction is −y

If the oxide field is vertical, the potential in the oxide rises linearly from 0 at the gate to φ(x) at the channel, so ∂φ/∂y = φ/t_o. The slice holds no charge that belongs to φ, and the fluxes add up to zero:

−ε_c t_c [φ′(x + dx) − φ′(x)] + ε_o (φ/t_o) dx = 0.

Division by dx gives

ε_c t_c φ″ = ε_o φ/t_o,

or φ″ = φ/λ² with

λ² = (ε_c/ε_o) t_c t_o.

The general solution is a sum of exp(x/λ) and exp(−x/λ). The growing part is excluded because φ vanishes far away, which leaves

φ(x) = φ(0) exp(−x/λ).

The oxide acts here as a row of independent small capacitors, one below each piece of channel. A larger ε_c t_c carries the lateral field further, while a larger ε_o/t_o ties the channel more firmly to the gate.

With the given values,

ε_c/ε_o = 10/3.9 = 2.5641
t_c t_o = 0.65 nm × 10 nm = 6.50 nm²
λ² = 2.5641 × 6.50 nm² = 16.667 nm²
λ = 4.08 nm (77.1 bohr).

**(b) Are the assumptions met?**

The two ratios that matter are t_c/λ = 0.159 and t_o/λ = 2.45.

Take the channel first. If φ varies as exp(−x/λ), then ∂²φ/∂x² = φ/λ², and Laplace's equation requires ∂²φ/∂y² = −φ/λ². Since the slope ∂φ/∂y is zero at the top, the potential falls from the top to the bottom of the channel by about

φ t_c²/(2λ²) = 0.0127 φ.

This is about 1 percent of φ, so a uniform potential across the channel is a good approximation.

Now the oxide. The linear profile φ y/t_o also has a second x-derivative, φ y/(t_o λ²). To satisfy Laplace's equation a correction c(y) must be added, with

c″ = −φ y/(t_o λ²), c(0) = c(t_o) = 0,

where the further x-variation of c itself is neglected. Integrating twice and using the two boundary values gives

c(y) = φ y (t_o² − y²)/(6 t_o λ²).

Its slope is φ (t_o² − 3y²)/(6 t_o λ²), which at the channel, y = t_o, equals −φ t_o/(3λ²). Relative to the assumed slope φ/t_o this is

−t_o²/(3λ²) = −100/(3 × 16.667) = −2.0.

The first correction is twice as large as the term it should correct. The assumption of a vertical oxide field therefore fails for this structure. The value 4.08 nm is a correct evaluation of the local formula, but it cannot be taken as the decay length of the potential. A correction this large cannot be trusted in size, but its sign suggests the direction of the error: lateral spreading of the field in the oxide weakens the hold of the gate on the channel, so a slower decay is to be expected. Part (d) proves that this is so.

**(c) The decay length of the layered structure**

Look for solutions of the form φ = Y(y) exp(−x/L). Within each layer Laplace's equation becomes

Y″ = −Y/L².

In the oxide, Y = 0 at the gate leaves only the sine. In the channel, zero slope at the top leaves only the cosine measured from the top:

oxide: Y = A sin(y/L)
channel: Y = B cos((t_o + t_c − y)/L).

At the interface y = t_o the potential is continuous,

A sin(t_o/L) = B cos(t_c/L),

and so is the normal displacement ε ∂φ/∂y,

ε_o A cos(t_o/L) = ε_c B sin(t_c/L).

The factor 1/L has been cancelled on both sides. The sign on the right is positive because the derivative of the cosine brings one minus sign and the inner derivative of −y brings another. Dividing the second condition by the first gives ε_o/tan(t_o/L) = ε_c tan(t_c/L), or

tan(t_c/L) tan(t_o/L) = ε_o/ε_c.

This equation has many roots, and the largest one decays most slowly. To locate it, let L decrease from infinity. Both tangents start at zero and grow steadily, until the larger argument, here t_o/L, reaches π/2 and the product becomes infinite. The product passes the value ε_o/ε_c once on the way. The largest root therefore satisfies t_o/L < π/2, that is, L > 2t_o/π ≈ 6.4 nm. Above this bound the product falls steadily as L grows, so repeated halving of an interval finds the root:

L = 7.41 nm (140.1 bohr).

Inserting it confirms the equation:

tan(t_c/L) tan(t_o/L) = 0.08792 × 4.4361 = 0.390 = 3.9/10.

The potential near the contact is a sum of such solutions, one for each root. For special thickness ratios, such as t_o/t_c = 2, there are also solutions in which one tangent is zero and the other infinite. They satisfy the two interface conditions but are lost in the division. Both of their arguments are at least π/2, so they decay faster than the slowest solution. Solutions with different L are orthogonal when the product of their profiles is weighted with ε(y) and integrated over y. The amplitude of the slowest one is thus proportional to the integral of ε(y) Y(y) φ(0,y). Its profile Y is positive throughout both layers, since both arguments lie between 0 and π/2. For a contact potential of one sign the amplitude cannot vanish, and L governs the decay far from the contact.

A direct numerical solution of the two-dimensional problem, which does not use the tangent equation, gives a far decay length of 7.41 nm as well. The true length is 1.82 times the local estimate.

**(d) How L and λ are related**

For 0 < u < π/2 the tangent exceeds its argument, tan u > u. Applied to both factors at the largest root, this gives

ε_o/ε_c = tan(t_c/L) tan(t_o/L) > t_c t_o/L².

Multiplying by L² ε_c/ε_o yields

L² > (ε_c/ε_o) t_c t_o = λ².

Within this model the local estimate is too short for every choice of thicknesses and permittivities.

**Thin layers.** If both thicknesses are small compared with L, use tan u ≈ u + u³/3. To leading order in the corrections,

(t_c t_o/L²) [1 + (t_c² + t_o²)/(3L²)] ≈ ε_o/ε_c.

Multiplying by L² ε_c/ε_o gives

L² ≈ λ² [1 + (t_c² + t_o²)/(3L²)].

In the small second term λ²/L² may be replaced by 1, so that

L² ≈ λ² + (t_c² + t_o²)/3.

A numerical test with t_c = 0.65 nm, t_o = 1.30 nm, ε_c = 390 and ε_o = 3.9 gives 0.3333 for the coefficient of t_c² + t_o², in agreement with 1/3.

The correction relative to λ² is

(t_c² + t_o²)/(3λ²) = (ε_o/(3ε_c)) (t_o/t_c + t_c/t_o).

The last bracket is never smaller than 2, its value for equal thicknesses. The local formula is therefore accurate when ε_c is much larger than ε_o and the thicknesses are not too different. Thinning the oxide alone is not enough. For the permittivities of this problem the correction to λ² is at least 2 × 3.9/(3 × 10) = 0.26 at this order. The full equation agrees. For equal thicknesses it gives tan(t_c/L) = √0.39, so L = 1.16 nm against λ = 1.04 nm. This ratio of 1.12 is the smallest these permittivities allow, and it rises again for still thinner oxides. For oxides thicker than the channel the roots are:

- t_o = 1 nm: λ = 1.29 nm, L = 1.46 nm, ratio 1.13
- t_o = 2 nm: λ = 1.83 nm, L = 2.20 nm, ratio 1.21
- t_o = 5 nm: λ = 2.89 nm, L = 4.20 nm, ratio 1.46
- t_o = 10 nm: λ = 4.08 nm, L = 7.41 nm, ratio 1.82

For the 10 nm oxide the correction, 33.5 nm², is twice λ² itself, so the expansion behind the thin-layer formula is no longer justified. The formula happens to give 7.08 nm, about 4 percent below the root of the full equation, but the derivation does not guarantee such closeness.

In a structure that does meet the conditions, with both layers 0.65 nm thick, ε_c = 390 and ε_o = 3.9, the local law works well. There λ = 6.50 nm, and the two-dimensional solution, averaged over the channel thickness, differs from exp(−x/λ) by at most 0.0012 of the contact potential.

**Thick oxide.** In the opposite limit t_o grows while the channel stays the same. Since L > 2t_o/π, L grows too, and tan(t_c/L) tends to zero. The product can keep its value ε_o/ε_c only if tan(t_o/L) tends to infinity, so t_o/L approaches π/2 and

L/t_o → 2/π.

To leading order the decay length then grows in proportion to t_o and does not depend on the channel, whereas λ grows only as the square root of t_o. The given structure lies between the two limits: its L of 7.41 nm is 16 percent above 2t_o/π ≈ 6.4 nm. For thicker oxides this relative difference shrinks, although the difference in nanometres does not vanish.

**(e) The potential 10 nm from the contact**

The prescribed contact profile, constant in the channel and linear in the oxide, is taken as the profile of φ and is the one the local model itself assumes. Strictly, a contact fixes V, and uniform fixed charge makes V∞ vary across the channel by ε_o t_c/(2 ε_c t_o) = 0.013 of the voltage that this charge drops across the oxide. This is negligible unless the contact disturbance is much smaller than that voltage. Any difference therefore comes from the field beyond the contact, not from a different starting condition.

The local model predicts

φ(10 nm)/φ(0) = exp(−10/4.082) = exp(−2.450) = 0.086.

The two-dimensional solution, averaged over the channel thickness, gives 0.236. The disturbance that remains at this distance is 2.7 times as large as the local model predicts.

A single exponential with the true decay length would give exp(−10/7.412) = 0.259, slightly more than 0.236. The reason is that the slowest solution does not carry the whole contact potential. The next root needs a positive tan(t_o/L) again, hence t_o/L > π and L < t_o/π ≈ 3.2 nm. At x = 10 nm the faster solutions have thus been reduced by a factor of at least exp(π) ≈ 23, and the slowest one dominates. Its amplitude in the channel is then roughly 0.236/0.259, or about 0.9 of the contact potential.

This also explains the distance at which the channel potential has fallen to 1/e of its contact value. The two-dimensional solution gives 6.76 nm, a little less than L, because part of the potential is lost quickly near the contact. In the local model the same distance is λ = 4.08 nm.

**Where these results stop**

A different potential profile at the contact changes the amplitudes, and with them the 1/e distance, but not L, which follows from the layers alone. L governs the far decay as long as the amplitude of the slowest solution is not zero, which is guaranteed for a profile of one sign. Mobile charge in the channel would add a response that is absent here. The closed top is a further restriction: if the channel lies below open space or another dielectric, field lines can also pass above it, and the tangent equation no longer applies. If that space is unbounded, there is no decay length at all: far from the contact the disturbance falls as a power of x. For a tall contact it falls as 1/x, because contact and gate then form a wedge in which the potential is proportional to the angle from the gate. With such a contact, the potential left at a given distance is larger than found here. Finally, a layer 0.65 nm thick is only a few atoms high, and describing it by one isotropic permittivity is a model. In a layered crystal the in-plane and out-of-plane permittivities differ, and it is the in-plane value that enters λ. The third digit of the lengths tells how the equations compare with each other, not how well a real contact is known. The computed values are collected in the numerical output.

Computed values

```
channel thickness t_c = 0.65 nm
oxide thickness t_o = 10.0 nm
relative permittivity, channel = 10.0
relative permittivity, oxide = 3.9
permittivity ratio eps_c/eps_o = 2.5641
thickness product t_c*t_o = 6.50 nm^2
local estimate squared = 16.667 nm^2
local estimate lambda = 4.082 nm = 77.1 bohr
premise check t_o/lambda = 2.45
premise check t_c/lambda = 0.159
two-layer decay length L = 7.412 nm = 140.1 bohr
tan(t_c/L) = 0.08792
tan(t_o/L) = 4.4361
required product eps_o/eps_c = 0.390
ratio L/lambda = 1.816
decay length from 2D solution = 7.41 nm
probe distance from contact = 10.0 nm
phi/phi(0) at probe, 2D solution = 0.236
phi/phi(0) at probe, local model = 0.086
1/e distance, 2D solution = 6.76 nm
oxide 1 nm: lambda = 1.291 nm, L = 1.460 nm, L/lambda = 1.131
oxide 2 nm: lambda = 1.826 nm, L = 2.202 nm, L/lambda = 1.206
oxide 5 nm: lambda = 2.887 nm, L = 4.201 nm, L/lambda = 1.455
oxide 10 nm: lambda = 4.082 nm, L = 7.412 nm, L/lambda = 1.816
thin-layer test: t_c = 0.65 nm, t_o = 1.30 nm, eps_c = 390, eps_o = 3.9
thin-layer correction coefficient = 0.3333
local-law test: t_c = 0.65 nm, t_o = 0.65 nm, eps_c = 390, eps_o = 3.9
local-law test: lambda = 6.50 nm
local-law test: largest deviation of phi/phi(0) = 0.0012
```
